# Thermal Noise of a Saturated Long-Channel MOSFET: The Factor Two Thirds

A transistor used as an amplifier is biased in saturation, where its drain current hardly responds to the drain voltage. A resistor of conductance $G$ at temperature $T$ carries thermal current noise of spectral density $4kTG$, but it is not obvious which conductance should stand for $G$ here. The output conductance is nearly zero, yet the channel is full of thermally agitated electrons. The ratio of current to drain voltage is finite, but it describes a channel whose electron density varies from place to place and responds to the local potential. The question is settled by following the noise of each slice of channel to the drain terminal.

## The channel and its steady current

Consider an n-channel device of length $L$ and width $W$. The coordinate $x$ runs from the source, $x=0$, to the drain, $x=L$. All terminal voltages are held fixed, also for the noise signal. Let $V(x)$ be the electron quasi-Fermi potential in the channel relative to the source, so that $V(0)=0$ and $V(L)=V_D$. The current $I$ is counted positive from drain to source, and $Q$ is the magnitude of the mobile charge per unit area.

In the gradual-channel approximation, $Q$ depends on $x$ only through the local $V$. With constant mobility $\mu$,

$$I=g(V)\frac{dV}{dx},\qquad g(V)=W\mu Q(V). \tag{1}$$

The quantity $g$ is a conductance times a length: a slice of thickness $\Delta x$ has conductance $g/\Delta x$. Since $I$ is the same at every $x$, integration over the channel gives

$$IL=\int_0^{V_D}g(V)\,dV. \tag{2}$$

In strong inversion, with the depletion charge linearized about the source,

$$Q=C_{ox}(V_{GT}-nV),\qquad V_P=\frac{V_{GT}}{n}. \tag{3}$$

Here $C_{ox}$ is the oxide capacitance per area, $V_{GT}$ the gate voltage above threshold and $n$ the body factor. The charge vanishes at the pinch-off potential $V_P$. With $g_0=W\mu C_{ox}V_{GT}$, this reads $g=g_0(1-V/V_P)$. For small $V_D$, equation (2) gives $I\simeq g_0V_D/L$, so the channel conductance at zero drain bias is

$$g_{d0}=\frac{g_0}{L}=\frac{W}{L}\mu C_{ox}V_{GT}. \tag{4}$$

## From local noise to drain current

Spectral densities are one-sided: the mean square current in a narrow band $\Delta f$ is $S_I\Delta f$. Assume that the electrons in each slice are close to equilibrium at the lattice temperature $T$. The slice then has a Nyquist current source of density $4kTg/\Delta x$ in parallel with it. In the continuum this becomes a random current $h(x,t)$ with cross-spectral density

$$S_h(x,x')=4kT\,g(V(x))\,\delta(x-x'). \tag{5}$$

Indeed, averaging $h$ over the slice gives $(\Delta x)^{-2}\int\!\int S_h\,dx\,dx'=4kTg/\Delta x$, as required.

At frequencies far below the inverse transit time, charge storage is negligible and the fluctuating current is also independent of $x$. If the potential becomes $V+v$ and the current $I+i$, then

$$I+i=g(V+v)\frac{\partial(V+v)}{\partial x}+h. \tag{6}$$

To first order in the fluctuations, after subtraction of (1),

$$i=g\frac{\partial v}{\partial x}+\frac{dg}{dV}\frac{dV}{dx}\,v+h
=\frac{\partial(gv)}{\partial x}+h. \tag{7}$$

The second term on the right of the first equality is the modulation of the electron density by the fluctuating potential. It completes the total derivative. The terminals are held fixed, so $v(0)=v(L)=0$, and integration from $0$ to $L$ leaves

$$i=\frac1L\int_0^L h(x,t)\,dx. \tag{8}$$

Every slice therefore acts on the drain current with equal weight, although the slices have different conductances.

The approach to pinch-off needs care, because $g\to0$ at the drain and $v$ may be large there. Equation (8) does not rest on small $v$. Let $F(V)=\int_0^Vg\,dV'$. The first term on the right of (6) is $\partial F(V+v)/\partial x$, and its integral is $F(V_D)$ whatever the fluctuation inside. Linearization matters only for the strength of $h$, which is evaluated with the steady $g$. Saturation is thus taken as the limit $V_D\to V_P$ from below.

## The Klaassen–Prins integral

From (8) and (5),

$$S_I=\frac{1}{L^2}\int_0^L\!\!\int_0^L S_h\,dx\,dx'
=\frac{4kT}{L^2}\int_0^L g\,dx. \tag{9}$$

The profile $V(x)$ need not be known. By (1), $dx=g\,dV/I$, and therefore

$$S_I=\frac{4kT}{L^2I}\int_0^{V_D}g^2\,dV
=\frac{4kT}{L}\,\frac{\int_0^{V_D}g^2\,dV}{\int_0^{V_D}g\,dV}, \tag{10}$$

where the last form uses (2). Define the noise factor by $S_I=4kT\gamma g_{d0}$. Since $g_{d0}=g(0)/L$,

$$\gamma=\frac{\int_0^{V_D}g^2\,dV}{g(0)\int_0^{V_D}g\,dV}. \tag{11}$$

For the linear law (3), put $s=1-V/V_P$, so that $dV=-V_P\,ds$, and let $\eta=1-V_D/V_P$ be the value of $s$ at the drain. The two integrals are

$$\int_0^{V_D}g^2dV=g_0^2V_P\frac{1-\eta^3}{3},\qquad
\int_0^{V_D}g\,dV=g_0V_P\frac{1-\eta^2}{2}. \tag{12}$$

Dividing, and cancelling the common factor $1-\eta$, gives

$$\gamma=\frac23\,\frac{1+\eta+\eta^2}{1+\eta}. \tag{13}$$

At zero drain bias $\eta=1$ and $\gamma=1$, which is Nyquist's result for the uniform channel. At the edge of saturation $\eta=0$, and

$$\boxed{S_I=4kT\,\frac23\,g_{d0}} \tag{14}$$

The derivative of $(1+\eta+\eta^2)/(1+\eta)$ is $(2\eta+\eta^2)/(1+\eta)^2\ge0$. At fixed gate voltage the noise therefore falls as $V_D$ rises towards $V_P$, while the current grows.

## What the factor means

Equation (9) says that $\gamma$ is the average of $g(x)/g(0)$ along the channel. In saturation, integrating (1) from the source to $x$ gives $Ix=g_0V_P(1-s^2)/2$, while $IL=g_0V_P/2$. Hence

$$\frac{g(x)}{g_0}=s=\sqrt{1-x/L}, \tag{15}$$

whose average is $2/3$. The last fraction $d$ of the channel supplies the share

$$\frac{\int_{1-d}^{1}\sqrt{1-\xi}\,d\xi}{\int_0^1\sqrt{1-\xi}\,d\xi}=d^{3/2} \tag{16}$$

of the noise. The region near the drain, where the gradual-channel approximation is worst, contributes little.

Suppose instead that the slices were ordinary resistors in series, with conductances that do not respond to $v$. Their voltage noises would add to $4kT\int dx/g=4kTV_D/I$, and the current noise would be $4kTI/V_D$. At saturation $I/V_P=g_{d0}/2$, so the factor would be $1/2$. This is the harmonic mean of $g/g_0$ in place of the arithmetic mean. The difference is due to the density modulation in (7). The output conductance does no better: by (2), $dI/dV_D=g(V_D)/L$, which vanishes at pinch-off.

The result can be tied to the transconductance. From (2) and (3), $I_{sat}=W\mu C_{ox}V_{GT}^2/(2nL)$. With $\mu$ and $n$ held constant,

$$g_m=\frac{dI_{sat}}{dV_{GT}}=\frac{g_{d0}}{n},\qquad S_I=4kT\,\frac23\,n\,g_m. \tag{17}$$

The factor $2/3$ multiplies $g_m$ alone only if $n=1$.

A numerical test that does not use (8) or (10) replaces the channel by 100 nonlinear cells in series. A small current source is placed across one cell at a time, all node potentials are solved again, and the change of terminal current is recorded. The squared responses, weighted by the Nyquist noise of the cells, sum to $\gamma=0.7778$ at $V_D=V_P/2$, equal to (13) at the digits shown. At $V_D=V_P$ the sum is $0.6665$, against $0.6667$. The small deficit comes from the finite cells: for linear $g(V)$ the sum is a trapezoidal rule for the square root (15), and this rule underestimates a concave function.

## A numerical example

Take a silicon device with rough typical values: a 10 nm oxide, $L=10$ µm, $W=100$ µm, $\mu=500$ cm²/Vs, acceptor density $5\times10^{16}$ cm⁻³, $V_{GT}=1$ V and $T=300$ K. The oxide capacitance is $0.3453$ µF/cm². Equation (4) gives

$$g_{d0}=10\times500\times0.3453\times10^{-6}\times1\ \mathrm{S}=1.727\ \mathrm{mS}.$$

The depletion charge, treated below, gives $n=1.209$ and $V_P=0.827$ V. The saturation current is $g_{d0}V_P/2=0.714$ mA, and $g_m=1.428$ mS. With $4kT=1.657\times10^{-20}$ J,

$$S_I=1.657\times10^{-20}\times\tfrac23\times1.727\times10^{-3}
=1.91\times10^{-23}\ \mathrm{A^2/Hz}.$$

The square root is $4.37$ pA/√Hz. Divided by $g_m$, it corresponds to $3.06$ nV/√Hz at the gate. This value belongs to the linearized charge law (3); the full depletion charge, treated below, lowers it by about 3%. Both laws hold the surface potential at the source at its threshold value, whereas at this gate voltage it lies about $6kT/e$ higher. If threshold is defined by twice the bulk Fermi potential, a classical Poisson–Boltzmann charge gives $g_{d0}\approx1.44$ mS, about $3.9$ pA/√Hz and about $3.2$ nV/√Hz at the gate, while $\gamma$ stays within about 2% of $2/3$. The absolute values of the example are therefore rougher than the factor $\gamma$.

## Charge laws other than the linear one

Equation (11) holds for any local $Q(V)$; the number $2/3$ belongs to a linear one. In strong inversion the surface potential is approximated by $\phi_0+V$, where $\phi_0$ is twice the bulk Fermi potential. The depletion charge is then $bC_{ox}\sqrt{\phi_0+V}$, with $b=\sqrt{2e\varepsilon_sN_A}/C_{ox}$, where $\varepsilon_s$ is the permittivity of silicon and $N_A$ the acceptor density. Measuring the gate voltage from threshold gives

$$Q=C_{ox}\left[V_{GT}-V-b\left(\sqrt{\phi_0+V}-\sqrt{\phi_0}\right)\right]. \tag{18}$$

Its slope at $V=0$ is $-nC_{ox}$ with $n=1+b/(2\sqrt{\phi_0})$. For $b=0.373$ V$^{1/2}$ and $\phi_0=0.798$ V this is the value $1.209$ used above.

The function (18) is convex. To see the effect, write $s=g/g(0)$ and $p(s)=-dV/ds$. At saturation $\gamma=\int_0^1s^2p\,ds\big/\int_0^1sp\,ds$, an average of $s$ with weight $sp$. Constant $p$ gives $2/3$. For a convex decreasing $g$ the slope is steepest at the source, so $p$ decreases with $s$, more weight falls on small $s$, and $\gamma<2/3$. For the example $\gamma=0.663$, or 0.5% below $2/3$.

Diffusion is already contained in $I=g\,dV/dx$, because $V$ is the quasi-Fermi potential. What changes is $Q(V)$. Treat the nondegenerate electrons as a sheet of fixed thickness at surface potential $\psi$, so that $Q\propto\exp[e(\psi-V)/kT]$. In strong inversion the layer in fact becomes thinner as $Q$ grows, so the size of the diffusion correction found there is only an estimate. With fixed thickness,

$$dV=d\psi-\frac{kT}{e}\frac{dQ}{Q}. \tag{19}$$

With the linearized capacitance relation $dQ=-nC_{ox}d\psi$, and with $q=Q/(2nC_{ox}kT/e)$,

$$\frac{e}{kT}\,dV=-\left(2+\frac1q\right)dq. \tag{20}$$

The noise source (5) also stands, since the Einstein relation makes diffusion noise and Nyquist noise the same quantity. Let $q_s$ be the value of $q$ at the source, and let $q\to0$ at the drain. Then (11) becomes

$$\gamma=\frac{\int_0^{q_s}(2q^2+q)\,dq}{q_s\int_0^{q_s}(2q+1)\,dq}
=\frac{\tfrac23q_s+\tfrac12}{q_s+1}. \tag{21}$$

Strong inversion, $q_s\gg1$, returns $2/3$. In weak inversion, $q_s\ll1$, the factor is $1/2$. The same integrals give $I=g_{d0}(kT/e)(1+q_s)$, so in that limit

$$S_I=4kT\cdot\tfrac12\,g_{d0}=2eI, \tag{22}$$

which is full shot noise. Thermal noise and shot noise are here two names for one result. The example has $q_s=14.7$ and $\gamma=0.656$, or 1.6% below $2/3$, relative to the $g_{d0}$ of the same charge law.

## Velocity saturation

Let the mobility fall with the field $E=dV/dx$ as $\mu/(1+E/E_c)$, and keep $g$ for the low-field function in (1). The total current $I_t=I+i$ then obeys

$$(I_t-h)\left(1+\frac{E_t}{E_c}\right)=g(V_t)E_t, \tag{23}$$

where $E_t$ and $V_t$ include fluctuations. Integrate over $x$. The right side gives $\int_0^{V_D}g\,dV$, which does not fluctuate. With $\Lambda=L+V_D/E_c$, the steady part is $I\Lambda=\int_0^{V_D}g\,dV$, and the first-order part is

$$i=\frac1\Lambda\int_0^L h\left(1+\frac{E}{E_c}\right)dx. \tag{24}$$

The slices are no longer equally weighted. The noise source now needs a further assumption. Take it as the Nyquist noise, at lattice temperature, of the chord conductance (current divided by field), so that $g$ in (5) is replaced by $g/(1+E/E_c)$. One of the two factors from squaring the weight cancels, and the steady current law gives $g(1+E/E_c)\,dx=g^2dV/I$. Thus

$$S_I=\frac{4kT}{\Lambda^2}\int_0^Lg\left(1+\frac{E}{E_c}\right)dx
=\frac{4kT}{\Lambda}\frac{\int_0^{V_D}g^2dV}{\int_0^{V_D}g\,dV}. \tag{25}$$

Compared with (10), the noise at the same $V_D$ is reduced by $1+V_D/(LE_c)$. The cell calculation confirms this in a strong case: for $E_cL=3V_P$ and $V_D=0.7V_P$ both routes give $\gamma=0.578$.

For a saturation velocity of $10^7$ cm/s, the example has $E_c=2\times10^4$ V/cm and $E_cL=24V_P$. The current maximum moves to $V_D=0.811$ V, where $\gamma=0.641$, or 3.9% below $2/3$. This size depends on the assumed source: the differential conductance $g/(1+E/E_c)^2$ at lattice temperature gives about $0.622$, and a diffusion coefficient held at its low-field value, which leaves $g$ in (5) unchanged, gives about $0.661$. It also belongs to the chosen mobility law, which is convenient because it can be integrated. Electrons in silicon are usually fitted better by $\mu/\sqrt{1+(E/E_c)^2}$. The reduction of mobility at low field is then of second order in $E/E_c$, and the effect on $\gamma$ just below pinch-off is much smaller at this length.

Carrier heating acts in the opposite direction. Take $(E/E_c)^2$ as a rough scale for the relative temperature rise. Its average weighted with the local noise of the constant-mobility channel is

$$\frac{\int gE^2dx}{E_c^2\int g\,dx}=\frac{IV_P}{E_c^2\,\tfrac23g_0L}
=\frac34\left(\frac{V_P}{E_cL}\right)^2=1.3\times10^{-3}, \tag{26}$$

where $I=g_0V_P/(2L)$ was used. Heating is a minor correction at this length.

## The range of use

Beyond $V_P$ the extra drain voltage falls across a short pinched section. If that section merely passes on the current delivered to it, and its length is negligible, (14) continues to hold. A section of $0.1$ µm would shorten the remaining channel by 1% and raise $S_I$ by about as much. By (16), the last $0.1$ µm of the original channel supplies only $10^{-3}$ of the noise.

A scale for the upper frequency limit is the transit time,

$$\tau=\int_0^L\frac{dx}{\mu E}=\frac{1}{\mu I}\int_0^Lg\,dx=\frac{4L^2}{3\mu V_P}=3.2\ \mathrm{ns}, \tag{27}$$

so frequencies well below $1/(2\pi\tau)=49$ MHz are safe.

At low frequency, the noise of oxide traps must be added. Let $N_t$ be their density per volume and energy, and let their relaxation times grow with depth $z$ as $\tau_t\propto e^{z/\lambda}$. A trap with occupation probability $f_t$ has the number spectrum $4f_t(1-f_t)\tau_t/(1+\omega^2\tau_t^2)$, with $\omega=2\pi f$. Integration over energy gives $\int f_t(1-f_t)\,d\mathcal E=kT$. With $dz=\lambda\,d\tau_t/\tau_t$, integration over a wide range of depths gives $4\lambda\int_0^\infty d\tau_t/(1+\omega^2\tau_t^2)=\lambda/f$. A trapped electron shifts the gate voltage by $e/(WLC_{ox})$ in a uniform channel, and so

$$S_{V_G}=\frac{e^2kT\,N_t\lambda}{WLC_{ox}^2f}. \tag{28}$$

For $N_t=10^{17}$ cm⁻³eV⁻¹ and $\lambda=0.1$ nm, this equals the thermal gate noise near 60 kHz. The saturated channel is not uniform, so the corner is an order of magnitude.

The parameters describe a long analogue transistor with a fairly thick oxide. With the mobility law used in (23) and the chord-conductance source used in (25), velocity saturation is the largest of the effects sized here, and the three reductions of $\gamma$ would add to about 6%, with channel shortening acting the other way by about 1%. With the law more usual for electrons, the largest of the three nearly drops out. The mobility also depends on the vertical field, which weakens towards the drain. The mobility then rises along the channel, and with common empirical fits this raises $\gamma$ by one to two percent. The factor $2/3$ should therefore be trusted to within several percent here, and the sign of the remaining departure is not settled by these estimates. Self-heating at $V_D=V_P$ is below 0.1 K if only the spreading of heat in the silicon is counted. The package adds its own share, and both grow with the drain voltage. Electron degeneracy at the source is moderate, with an Einstein ratio of about 1.3 in a one-subband estimate. It alters the small diffusion correction but not the local Nyquist relation. In a short transistor $E_cL$ is no longer large compared with $V_P$, and reduced mobility and hot carriers then compete. Equation (25), which keeps the carriers at lattice temperature, cannot decide the outcome. Noise from the gate, contact and body resistances must be added separately in any real device. The numerical output gives the remaining values.

## Computed values

```
TESTS OF THE FACTOR gamma = S_I/(4kT g_d0)
ladder, V_D = 0.01 VP: 0.9950  formula 0.9950
ladder, V_D = 0.5 VP: 0.7778  formula 0.7778
ladder, V_D = VP: 0.6665  formula 0.6667
number of ladder cells: 100
static resistance would give: 0.5000
output conductance/g_d0 near VP: 0.0005
noise share of last quarter: 0.1247
strong velocity saturation (Ec L = 3 VP, V_D = 0.7 VP): 0.5780  formula 0.5780
weak inversion gamma: 0.5001, S_I/(2eI): 0.9998
EXAMPLE INPUTS (rough typical values)
T = 300 K, kT/e = 25.85 mV
L = 10 um, W = 100 um, oxide = 10 nm
mobility = 500 cm2/Vs, v_sat = 1.0e+07 cm/s
VGT = 1.00 V, doping = 5.0e+16 cm^-3
intrinsic density = 1.0e+10 cm^-3
EXAMPLE RESULTS
Cox = 0.3453 uF/cm2
2 phi_F = 0.7975 V, body coefficient = 0.3731 V^0.5
n = 1.2089, VP = 0.8272 V
g_d0 = 1.7266 mS, g_m = 1.4282 mS
saturation current = 0.7141 mA
4kT = 1.6568e-20 J
S_I = 1.9070e-23 A^2/Hz
sqrt(S_I) = 4.367 pA/sqrt(Hz)
gate-referred noise = 3.058 nV/sqrt(Hz)
NEGLECTED EFFECTS, EACH ALONE
full depletion charge: VP = 0.8538 V, gamma = 0.6634
diffusion: source charge q = 14.66, gamma = 0.6560
critical field = 2.0e+04 V/cm, Ec L/VP = 24.18
velocity saturation: V_D = 0.8108 V, gamma = 0.6409
noise-weighted (E/Ec)^2 = 1.28e-03
drain zone 0.1 um: noise share = 1.00e-03
shortening by that zone raises S_I by 1.01 %
transit time = 3.22 ns, 1/(2 pi t) = 49.4 MHz
rms noise/current in that band = 4.3e-05
power = 0.591 mW, self-heating about 0.06 K
source sheet density = 2.16e+12 cm^-2
one-subband Einstein ratio D e/(mu kT) = 1.29
oxide voltage = 1.333 V, field = 1.33 MV/cm
gate tunnelling WKB exponent = 103
trap density = 1e+17 cm^-3 eV^-1, depth = 0.1 nm
flicker corner, order of magnitude = 60 kHz
```
